\section*{Second-order hyperfine shift of phosphorus donor lines at fixed microwave frequency}

\section{Problem}

A neutral phosphorus donor in silicon binds one electron, with spin $S=1/2$, near a nucleus with spin $I=1/2$. In a magnetic field $B$ along $z$ its spin Hamiltonian is
\begin{equation}
H=g\mu_B B\,S_z-g_n\mu_N B\,I_z+A\,\mathbf S\cdot\mathbf I .
\label{eq:H}
\end{equation}
The spin operators are dimensionless, so $A$ is an energy. The signs of the Zeeman terms differ because the electron moment is opposite to its spin, while the phosphorus moment is parallel to its spin. Both $g$ and $A$ are taken as isotropic, and the donor is isolated.

A spectrometer holds the microwave frequency $\nu$ fixed and sweeps $B$. Define two fields,
\begin{equation}
B_0=\frac{h\nu}{g\mu_B},\qquad a=\frac{A}{g\mu_B},\qquad |a|\ll B_0 .
\end{equation}
To first order in $A$ there are two lines, at $B_0-a/2$ and $B_0+a/2$.

In which direction, and by how much, does the second-order effect of the hyperfine coupling move each line? Evaluate the answer for $a=4.2$ mT and $B_0=350$ mT.

\section{A tempting solution that fails}

The following argument contains one false step.

Write $\uparrow,\downarrow$ for the electron spin and $\Uparrow,\Downarrow$ for the nuclear spin. The hyperfine term couples $|{\uparrow\Downarrow}\rangle$ to $|{\downarrow\Uparrow}\rangle$, with matrix element $A/2$. These states lie about $g\mu_BB$ apart. Coupled levels repel, so the upper one rises and the lower one falls, each by
\begin{equation}
\delta=\frac{(A/2)^2}{g\mu_B B}=\frac{A^2}{4g\mu_B B}.
\label{eq:delta}
\end{equation}
One line involves the raised level, so its transition energy grows by $\delta$. The other line involves the lowered level, so its transition energy shrinks by $\delta$. At fixed frequency the first line must therefore move down in field and the second must move up, each by $\delta/(g\mu_B)\approx a^2/(4B_0)$. The midpoint of the pair stays at $B_0$.

For the given numbers the displacement would be
\begin{equation}
\frac{a^2}{4B_0}=\frac{(4.2)^2}{4\times 350}\ \text{mT}=\frac{17.64}{1400}\ \text{mT}=0.0126\ \text{mT}.
\label{eq:number}
\end{equation}
The lines would lie at $347.9+0.0126=347.9126$ mT and $352.1-0.0126=352.0874$ mT, with a separation of 4.1748 mT.

\section{The fault}

The matrix element, the level repulsion and the size $\delta$ are right to leading order. The false step is the claim that a transition energy shrinks because one of its levels is lowered. A transition energy is a difference,
\begin{equation}
\Delta E=E_{\text{final}}-E_{\text{initial}},
\end{equation}
so lowering the initial level increases it. One must ask at which end of the transition the displaced level sits.

The microwave field turns over the electron spin and leaves the nuclear spin as it was. The two lines are therefore
\begin{align}
m=+\tfrac12:&\quad |{\downarrow\Uparrow}\rangle\rightarrow|{\uparrow\Uparrow}\rangle,\\
m=-\tfrac12:&\quad |{\downarrow\Downarrow}\rangle\rightarrow|{\uparrow\Downarrow}\rangle,
\end{align}
where $m$ is the nuclear projection. The lowered state $|{\downarrow\Uparrow}\rangle$ is the initial state of the first line. The raised state $|{\uparrow\Downarrow}\rangle$ is the final state of the second. The other two states have no partner and do not move. Hence
\begin{align}
m=+\tfrac12:&\quad \text{change of }\Delta E=0-(-\delta)=+\delta,\\
m=-\tfrac12:&\quad \text{change of }\Delta E=(+\delta)-0=+\delta .
\end{align}
Both transition energies grow. At fixed frequency both lines must then be met at a lower field. The derivation below makes this quantitative and shows how nearly equal the two shifts are.

\section{The right solution}

\subsection{Levels}

With $S_\pm=S_x\pm iS_y$ and $I_\pm=I_x\pm iI_y$, the cross terms cancel in
\begin{equation}
S_+I_-+S_-I_+=2(S_xI_x+S_yI_y),
\end{equation}
and therefore
\begin{equation}
A\,\mathbf S\cdot\mathbf I=A\,S_zI_z+\frac A2\,(S_+I_-+S_-I_+).
\label{eq:split}
\end{equation}
The second part is called the flip-flop term. Let $\varepsilon=g\mu_BB$ and $\varepsilon_n=g_n\mu_NB$. Without the flip-flop term the energies are
\begin{align}
E_{\uparrow\Uparrow}&=\tfrac12\varepsilon-\tfrac12\varepsilon_n+\tfrac14A, &
E_{\uparrow\Downarrow}&=\tfrac12\varepsilon+\tfrac12\varepsilon_n-\tfrac14A,\\
E_{\downarrow\Uparrow}&=-\tfrac12\varepsilon-\tfrac12\varepsilon_n-\tfrac14A, &
E_{\downarrow\Downarrow}&=-\tfrac12\varepsilon+\tfrac12\varepsilon_n+\tfrac14A .
\end{align}
Subtracting within each column of equal nuclear spin gives
\begin{equation}
E_{\uparrow\Uparrow}-E_{\downarrow\Uparrow}=\varepsilon+\tfrac12A,\qquad
E_{\uparrow\Downarrow}-E_{\downarrow\Downarrow}=\varepsilon-\tfrac12A .
\end{equation}
Both are $\varepsilon+mA$. The nuclear Zeeman energy cancels because $m$ does not change. Setting $\varepsilon+mA=h\nu$ and dividing by $g\mu_B$ gives the first-order fields $B_0-ma$.

Now restore the flip-flop term. It gives zero on $|{\uparrow\Uparrow}\rangle$ and $|{\downarrow\Downarrow}\rangle$, since in each case one raising or lowering operator meets a spin that can go no further. In the basis $|{\uparrow\Downarrow}\rangle,|{\downarrow\Uparrow}\rangle$ the Hamiltonian is
\begin{equation}
-\frac A4\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\frac12\begin{pmatrix}\varepsilon+\varepsilon_n&A\\A&-(\varepsilon+\varepsilon_n)\end{pmatrix}.
\end{equation}
The second matrix, without its factor $1/2$, has zero trace and determinant $-(\varepsilon+\varepsilon_n)^2-A^2$. Its eigenvalues are therefore $\pm R$, and
\begin{equation}
E_\pm=-\frac A4\pm\frac R2,\qquad R=\sqrt{(\varepsilon+\varepsilon_n)^2+A^2}.
\end{equation}
For small $A$, $R\approx(\varepsilon+\varepsilon_n)+A^2/[2(\varepsilon+\varepsilon_n)]$. The levels thus move by $\pm A^2/[4(\varepsilon+\varepsilon_n)]$, which is (\ref{eq:delta}) with the nuclear energy included in the gap.

\subsection{Transition energies at a given field}

The level $E_-$ is the initial level for $m=+\tfrac12$, and $E_+$ is the final level for $m=-\tfrac12$:
\begin{align}
E_{\uparrow\Uparrow}-E_-&=\tfrac12(\varepsilon-\varepsilon_n)+\tfrac14A+\tfrac14A+\tfrac12R,\\
E_+-E_{\downarrow\Downarrow}&=-\tfrac14A+\tfrac12R+\tfrac12(\varepsilon-\varepsilon_n)-\tfrac14A .
\end{align}
Both cases are contained in
\begin{equation}
\Delta E_m=\tfrac12(\varepsilon-\varepsilon_n+R)+mA .
\label{eq:DE}
\end{equation}
Without the flip-flop term $R$ would be $\varepsilon+\varepsilon_n$. The flip-flop contribution is thus $\tfrac12(R-\varepsilon-\varepsilon_n)$. It is positive and does not depend on $m$. In this model, and at a given field, both lines move up in frequency by the same amount.

\subsection{Resonance fields at fixed frequency}

Neglect $\varepsilon_n$ for the moment. Setting $\Delta E_m=h\nu$ and dividing by $g\mu_B$ gives
\begin{equation}
\tfrac12\left(B+\sqrt{B^2+a^2}\right)=W_m,\qquad W_m=B_0-ma .
\end{equation}
Here $W_m$ is the first-order resonance field. Isolate the root and square:
\begin{align}
\sqrt{B^2+a^2}&=2W_m-B,\\
B^2+a^2&=4W_m^2-4W_mB+B^2 .
\end{align}
The terms $B^2$ cancel, which leaves a linear equation with the solution
\begin{equation}
B_m=W_m-\frac{a^2}{4W_m}.
\label{eq:exact}
\end{equation}
Squaring can introduce a false root, so the sign must be checked. For this solution $2W_m-B_m=W_m+a^2/(4W_m)$, which is positive for $W_m>0$, as the square root requires.

Since $|a|\ll B_0$,
\begin{equation}
\frac1{W_m}=\frac1{B_0(1-ma/B_0)}=\frac1{B_0}\left(1+\frac{ma}{B_0}+\dots\right),
\end{equation}
and (\ref{eq:exact}) becomes
\begin{equation}
B_m=B_0-ma-\frac{a^2}{4B_0}-\frac{ma^3}{4B_0^2}+\dots
\label{eq:result}
\end{equation}
The second-order term is the same for both lines and is negative. It contains $a^2$, so it keeps its sign when $A$ changes sign. Reversing $A$ exchanges the nuclear labels of the low and high lines, but both still move down.

\subsection{How equal are the shifts?}

The two shifts are equal to second order, but they differ in third order. From (\ref{eq:exact}), the downward shift of the $m=+\tfrac12$ line exceeds that of the $m=-\tfrac12$ line by
\begin{equation}
\frac{a^2}4\left(\frac1{B_0-a/2}-\frac1{B_0+a/2}\right)
=\frac{a^2}4\,\frac{a}{B_0^2-a^2/4}
=\frac{a^3}{4B_0^2-a^2}.
\label{eq:diff}
\end{equation}
The reason is that the two lines are met at different fields. The level repulsion is stronger at the lower field, where the gap is smaller. The line separation is
\begin{equation}
B_{-1/2}-B_{+1/2}=a+\frac{a^3}{4B_0^2-a^2},
\end{equation}
so the second-order term drops out of it. A measured splitting therefore gives $a$ with a relative error of about $a^2/(4B_0^2)$.

\section{Numbers}

With $g=2.00$, the field $B_0=350$ mT corresponds to $\nu=9.7974$ GHz, and $a=4.2$ mT corresponds to $A/h=117.57$ MHz. The size of the common shift was already found in (\ref{eq:number}); its sign is now negative for both lines:
\begin{equation}
-\frac{a^2}{4B_0}=-0.0126\ \text{mT}=-12.6\ \mu\text{T}.
\end{equation}
The closed form (\ref{eq:exact}), with $a^2/4=4.41$ mT$^2$, gives the separate shifts
\begin{align}
m=+\tfrac12:&\quad-\frac{4.41}{347.9}\ \text{mT}=-12.676\ \mu\text{T},\\
m=-\tfrac12:&\quad-\frac{4.41}{352.1}\ \text{mT}=-12.525\ \mu\text{T}.
\end{align}
Diagonalizing the full $4\times4$ Hamiltonian without the nuclear Zeeman term, and solving for the field at fixed $\nu$, gives the same shifts. The lines lie at 347.8873 mT and 352.0875 mT. Their shifts differ by 0.15 $\mu$T, about one per cent of either, in agreement with (\ref{eq:diff}).

The tempting solution placed the high-field line correctly to second order, because there the displaced level really is the final one. It placed the low-field line at 347.9126 mT, which is 25 $\mu$T too high. It also made the separation 4.1748 mT, whereas diagonalization gives 4.2002 mT.

At a fixed field of 350 mT the same effect appears as a rise of both transition frequencies by about 0.35 MHz. The flip-flop term also mixes the two coupled states. To first order the admixed amplitude is the matrix element over the gap, $(A/2)/(g\mu_BB_0)=a/(2B_0)=0.006$, and its square is $3.6\times10^{-5}$. The labels $\uparrow\Downarrow$ and $\downarrow\Uparrow$ are thus still good names for these states.

\section{Consequences and limits}

\subsection{The apparent g factor}

Suppose the midpoint $\bar B$ of the two lines is taken for $B_0$. By (\ref{eq:result}), $\bar B\approx B_0-a^2/(4B_0)$, because the terms odd in $m$ cancel. The inferred value is
\begin{equation}
g_{\text{app}}=\frac{h\nu}{\mu_B\bar B}=g\,\frac{B_0}{\bar B}\approx g\left(1+\frac{a^2}{4B_0^2}\right).
\end{equation}
It is too large by $2.00\times3.6\times10^{-5}=7.2\times10^{-5}$. The tempting solution would have predicted no such error. At a single frequency, the midpoint alone cannot tell a common displacement of both lines from a small change of $g$. If the model is trusted, the splitting gives $a$, and the shift can be calculated and removed. Two frequencies separate the two effects without use of the splitting: a change of $g$ displaces the midpoint in proportion to $\nu$, whereas the hyperfine shift varies as $1/\nu$.

\subsection{The nuclear Zeeman term}

Let $\eta=g_n\mu_N/(g\mu_B)$. Equation (\ref{eq:DE}) at resonance now reads
\begin{equation}
\sqrt{(1+\eta)^2B^2+a^2}=2W_m-(1-\eta)B .
\end{equation}
Square this and use $(1+\eta)^2-(1-\eta)^2=4\eta$:
\begin{equation}
4\eta B^2+4W_m(1-\eta)B+a^2-4W_m^2=0 .
\end{equation}
Put $B=W_m-d$, where $d$ is the downward shift. The terms in $W_m^2$ have the coefficient $4\eta+4(1-\eta)-4=0$. The terms linear in $d$ have the coefficient $-8\eta W_m-4(1-\eta)W_m=-4(1+\eta)W_m$. What remains is
\begin{equation}
4(1+\eta)W_m\,d=a^2+4\eta d^2 .
\end{equation}
The last term is smaller than $a^2$ by a factor of about $\eta a^2/(4W_m^2)$, roughly $2\times10^{-8}$ here, and may be dropped:
\begin{equation}
d\approx\frac{a^2}{4W_m(1+\eta)} .
\end{equation}
The nuclear Zeeman energy widens the gap and so weakens the repulsion. With a rough nuclear frequency of 17 MHz/T, $\eta=6.1\times10^{-4}$, and the shift of the low-field line is reduced by 0.008 $\mu$T.

\subsection{Low frequency}

Cut off after a few terms, the expansion (\ref{eq:result}) becomes inaccurate when $B_0$ is no longer large compared with $|a|$. The closed form (\ref{eq:exact}), which neglects the nuclear Zeeman term, still holds there, provided $W_m>0$. The two coupled states mix more and more as $B_0$ falls towards $|a|$, so $m$ then only names the line that continues from high field, and other transitions gain strength. Take $a>0$ and $m=+\tfrac12$. With $W_m>0$, a positive resonance field requires $W_m>a/2$, hence $B_0-a/2>a/2$, or $B_0>a$. For $B_0<a/2$ the formula also returns a positive field, but there $W_m<0$, so it is the false root introduced by squaring and does not belong to this line. The line is thus met only for $B_0>a$. This is the condition $h\nu>A$. It has a direct meaning: at zero field (\ref{eq:DE}) gives $\Delta E_{+1/2}=A$, and the transition energy grows with field from there. A smaller quantum never meets this line.

\subsection{Phosphorus in real silicon}

The chosen $g$, splitting and field are rough typical values for phosphorus donors in silicon in a spectrometer near 10 GHz. In natural silicon the silicon-29 nuclei broaden each line to roughly 0.25 mT, so the shift is only about 5\% of the line width. Their own flip-flop terms also lower both line centres by the same mechanism; for isotropic couplings and a Gaussian line of that full width this adds only about 0.03 $\mu$T. It has to be found by fitting line centres, and the fit must locate them to much better than a twentieth of the width. At a donor density of $10^{15}$ cm$^{-3}$ the dipolar field scale of the other donors, $\mu_0\mu_Bn$, is 0.012 $\mu$T, far below the shift. For randomly placed donors, a fraction $1-\exp(-4\pi r^3n/3)=0.033$ has a neighbour within $r=20$ nm. For such close pairs the isolated-donor model is doubtful, and their spectra are not described here. The distance of 20 nm is only a rough boundary: the exchange coupling between donors falls off steeply with distance, but it may still matter for somewhat wider pairs. At 10 K, with a binding energy of 45 meV and no compensation, a mass-action estimate gives an ionized fraction of order $10^{-11}$, so loss of the donor electron by thermal ionization is negligible.

In devices, strain and gate fields can change $A$, and they can change $g$ as well. If $a$ changes by 1\% at fixed $\nu$ and $g$, the common shift changes by 2\%, or 0.25 $\mu$T. The first-order positions then move by 21 $\mu$T each, more than the second-order shift itself, but in opposite directions. The midpoint is therefore the better place to look for the second-order effect, provided that $g$ is known independently, for the donor under the same strain and gate field, with an absolute error well below $7\times10^{-5}$ or that two frequencies are used. If $g$ is taken as known, the field readings must be accurate to much better than 12.6 $\mu$T, because a field error common to both lines also displaces the midpoint. With two frequencies, a small scale error common to all readings acts almost entirely like a change of $g$ and alters the inferred shift only by the same small fraction. A constant offset $b$ is more harmful. To second order, and so for $h\nu\gg|A|$, the midpoint then has the form $k\nu-c/\nu+b$, with constants $k$ and $c$. If $b$ is ignored when $c$ is found from the midpoints at $\nu_1$ and $\nu_2$, the size of the shift inferred at $\nu_1$ is wrong by $b\nu_2/(\nu_1+\nu_2)$. With $\nu_1$ the frequency used above, this error must be much smaller than 12.6 $\mu$T, which is easier to achieve with a low second frequency, as long as $h\nu_2$ stays well above $|A|$. The numerical output lists the main fields, shifts and estimates used above.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
g factor = 2.00
B0 = 350.0 mT
hyperfine constant as field a = 4.20 mT
nuclear Zeeman frequency (rough) = 17.2 MHz/T
DERIVED QUANTITIES
microwave frequency = 9.7974 GHz
A/h = 117.57 MHz
level push at B0 = 0.3525 MHz
admixture probability = 3.600e-05
RESONANCE FIELDS (diagonalization, no nuclear Zeeman term)
first-order low line = 347.9000 mT
first-order high line = 352.1000 mT
low line, m=+1/2 = 347.887324 mT
high line, m=-1/2 = 352.087475 mT
midpoint = 349.987400 mT
separation = 4.200151 mT
SHIFTS
second-order formula = -0.0126 mT
second-order formula = -12.600 microtesla
low line, full = -12.676 microtesla
high line, full = -12.525 microtesla
difference of shifts = 0.151 microtesla
g error from midpoint = 7.201e-05
NEGLECTED EFFECTS (rough inputs)
eta = 6.145e-04
nuclear Zeeman change of shift = 0.0078 microtesla
line width, natural silicon = 0.25 mT
shift / line width = 0.050
donor density = 1.0e+15 cm^-3
donor dipolar field scale = 0.0117 microtesla
neighbour distance considered = 20 nm
fraction with a closer neighbour = 0.033
temperature = 10 K
donor binding energy = 45 meV
conduction-band density of states at 300 K = 2.8e+19 cm^-3
thermally ionized fraction = 4.2e-11
\end{verbatim}
